# Monte Carlo transmission of a free-molecular gas through a cylindrical tube: a program that tests the result

```python
# Result under test: free-molecular transmission W through a cylindrical tube
# with cosine wall re-emission is about 0.514 when length equals diameter.
# Lengths are in tube radii unless a unit is given. Direction components at
# the wall: c = along normal, a = around circumference, b = along tube axis.
# F(u): probability that a wall flight advances axially by more than u.
# K(u): probability density of a signed axial wall step of size u.
# D(L): probability of crossing from inlet to outlet without a wall hit.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def wall_tail(u):
    return (u*u + 2) / (2*np.sqrt(u*u + 4)) - u/2


def step_density(u):
    return 0.5 * (1 - u*(u*u + 6) / (u*u + 4)**1.5)


def direct_transmission(length):
    return 1 + length**2/2 - length*np.sqrt(length**2 + 4)/2


def solve_integral_equation(length, nodes=160, sticking=0.0):
    points, weights = np.polynomial.legendre.leggauss(nodes)
    x = length*(points + 1)/2
    weights = weights*length/2
    kernel = step_density(np.abs(x[:, None] - x[None, :])) * weights
    exact_row_sum = 1 - wall_tail(x) - wall_tail(length - x)
    # Correct the diagonal so that a constant function is integrated exactly.
    kernel += np.diag(exact_row_sum - kernel.sum(axis=1))
    survive = 1 - sticking
    exit_prob = np.linalg.solve(np.eye(nodes) - survive*kernel,
                                wall_tail(length - x))
    total = direct_transmission(length)
    total += survive*np.sum(weights*2*wall_tail(x)*exit_prob)
    return total, exit_prob


def emit(rng, count, law="cosine"):
    uniform = rng.random(count)
    c = np.sqrt(uniform) if law == "cosine" else uniform
    sine = np.sqrt(1 - c*c)
    angle = 2*np.pi*rng.random(count)
    return c, sine*np.cos(angle), sine*np.sin(angle)


def chord(c, a):
    return 2*c / (c*c + a*a)


def trace(length, count, rng, law="cosine", specular=0.0, sticking=0.0):
    """Return transmitted fraction, direct fraction, mean hits, mean path."""
    radius = np.sqrt(rng.random(count))
    b = np.sqrt(rng.random(count))
    across = np.sqrt(1 - b*b)
    angle = 2*np.pi*rng.random(count)
    half_chord = np.sqrt(1 - (radius*np.sin(angle))**2)
    flight = (half_chord - radius*np.cos(angle)) / across
    c = across*half_chord
    a = across*radius*np.sin(angle)
    z = np.zeros(count)
    transmitted = direct = hits = 0
    path = 0.0
    first = True
    while z.size:
        new_z = z + b*flight
        forward = new_z >= length
        backward = new_z <= 0
        inside = ~(forward | backward)
        path += flight[inside].sum()
        path += ((length - z[forward])/b[forward]).sum()
        path += (z[backward]/np.abs(b[backward])).sum()
        transmitted += forward.sum()
        if first:
            direct = forward.sum()
            first = False
        hits += inside.sum()
        if sticking > 0:
            inside &= rng.random(z.size) >= sticking
        z = new_z[inside]
        new_c, new_a, new_b = emit(rng, z.size, law)
        if specular > 0:
            mirror = rng.random(z.size) < specular
            new_c = np.where(mirror, c[inside], new_c)
            new_a = np.where(mirror, a[inside], new_a)
            new_b = np.where(mirror, b[inside], new_b)
        c, a, b = new_c, new_a, new_b
        flight = chord(c, a)
    return np.array([transmitted, direct, hits, path]) / count


def run(length, batches, size, rng, **options):
    data = np.array([trace(length, size, rng, **options)
                     for _ in range(batches)])
    return data.mean(axis=0), data.std(axis=0, ddof=1)/np.sqrt(batches)


def binomial_error(probability, count):
    return np.sqrt(probability*(1 - probability)/count)


rng = np.random.default_rng(20240611)
LENGTH = 2.0

# Closed forms against integration over emission directions.
def tail_from_directions(u):
    def integrand(psi):
        beta = np.arctan2(2*np.cos(psi), u)
        return np.cos(psi)*(beta - np.sin(beta)*np.cos(beta))/(2*np.pi)
    return quad(integrand, -np.pi/2, np.pi/2, epsabs=1e-12)[0]


for u in (0.3, 1.0, 2.0, 4.0):
    assert abs(tail_from_directions(u) - wall_tail(u)) < 1e-9
    h = 1e-3
    slope = (tail_from_directions(u+h) - tail_from_directions(u-h))/(2*h)
    assert abs(-slope - step_density(u)) < 2e-6


# Direct passage from the overlap of two circles displaced by rho.
def direct_from_overlap(length):
    def integrand(rho):
        overlap = (2*np.arccos(rho/2) - rho*np.sqrt(4 - rho*rho)/2)/np.pi
        return overlap*2*rho*length**2/(rho**2 + length**2)**2
    return quad(integrand, 0, 2, epsabs=1e-12)[0]


for tube in (0.5, 2.0, 8.0):
    assert abs(direct_from_overlap(tube) - direct_transmission(tube)) < 1e-8

# Sampled wall flights against the tail.
sample_count = 1_000_000
c, a, b = emit(rng, sample_count)
steps = b*chord(c, a)
tail_rows = []
for u in (0.5, 1.0, 2.0, 4.0):
    sampled, formula = np.mean(steps > u), wall_tail(u)
    assert abs(sampled-formula) < 5*binomial_error(formula, sample_count)
    tail_rows.append((u, sampled, formula))

# One flight with chosen random inputs; its end must lie on the wall.
hand_u, hand_angle = 0.25, np.pi/6
hand_c = np.sqrt(hand_u)
hand_a = np.sqrt(1-hand_u)*np.cos(hand_angle)
hand_b = np.sqrt(1-hand_u)*np.sin(hand_angle)
hand_s = chord(hand_c, hand_a)
assert abs(np.hypot(1-hand_s*hand_c, hand_s*hand_a) - 1) < 1e-12

# Integral equation: convergence, symmetry and the target value.
W_ref, exit_prob = solve_integral_equation(LENGTH)
W_coarse, _ = solve_integral_equation(LENGTH, nodes=80)
assert abs(W_ref - W_coarse) < 1e-6
assert np.max(np.abs(exit_prob + exit_prob[::-1] - 1)) < 1e-9
assert abs(W_ref - 0.514) < 5e-4

# Main Monte Carlo run and equilibrium balances.
batches, batch_size = 40, 100_000
total_count = batches*batch_size
mean, error = run(LENGTH, batches, batch_size, rng)
W_error = binomial_error(mean[0], total_count)
direct_ref = direct_transmission(LENGTH)
assert abs(mean[0] - W_ref) < 5*W_error
assert abs(mean[1]-direct_ref) < 5*binomial_error(direct_ref, total_count)
assert abs(mean[2] - LENGTH) < 5*error[2]
assert abs(mean[3] - 2*LENGTH) < 5*error[3]
assert 0.6 < error[0]/W_error < 1.4

# Other tube lengths.
length_rows = []
for ratio in (0.5, 5.0):
    reference = solve_integral_equation(2*ratio)[0]
    result, _ = run(2*ratio, 10, 40_000, rng)
    uncertainty = binomial_error(reference, 400_000)
    assert abs(result[0] - reference) < 5*uncertainty
    length_rows.append((ratio, result[0], uncertainty, reference))

# Changed wall laws.
trial_count = 1_000_000
trial_error = binomial_error(W_ref, trial_count)
isotropic, _ = run(LENGTH, 20, 50_000, rng, law="isotropic")
assert isotropic[0] > W_ref + 5*trial_error
trial_fraction = 0.10
mirror, mirror_error = run(LENGTH, 20, 50_000, rng,
                           specular=trial_fraction)
assert mirror[0] > W_ref + 5*trial_error
assert abs(mirror[2] - LENGTH) < 5*mirror_error[2]
sticky, _ = run(LENGTH, 20, 50_000, rng, sticking=trial_fraction)
sticky_ref = solve_integral_equation(LENGTH, sticking=trial_fraction)[0]
assert abs(sticky[0] - sticky_ref) < 5*trial_error
assert sticky_ref < W_ref

# Magnesium source: rough operating values and a rough collision diameter.
temperature, pressure_torr = 600.0, 1e-4
diameter_mm, mass_u, collision_nm = 1.0, 24.305, 0.4
pressure = pressure_torr*const.torr
mass = mass_u*const.atomic_mass
thermal_energy = const.k*temperature
area = np.pi*(diameter_mm*1e-3)**2/4
flux = pressure/np.sqrt(2*np.pi*mass*thermal_energy)
density = pressure/thermal_energy
half_maxwell = quad(lambda v: v*np.exp(-v*v/2)/np.sqrt(2*np.pi),
                    0, np.inf)[0]
flux_check = density*np.sqrt(thermal_energy/mass)*half_maxwell
assert abs(flux/flux_check - 1) < 1e-8
mean_speed = np.sqrt(8*thermal_energy/(np.pi*mass))
entering_rate = flux*area
leaving_rate = W_ref*entering_rate
mass_rate = leaving_rate*mass*1e9*3600
conductance = W_ref*area*mean_speed/4*1000
assert abs(conductance/1000*density/leaving_rate - 1) < 1e-10
free_path_mm = 1e3/(np.sqrt(2)*np.pi*(collision_nm*1e-9)**2*density)
mean_path_mm = mean[3]*diameter_mm/2
collision_scale = mean_path_mm/free_path_mm
assert collision_scale < 0.01

print(f"Hand flight: U = {hand_u:.2f}, angle = "
      f"{np.degrees(hand_angle):.0f} deg")
print(f"Hand flight: c, a, b = {hand_c:.4f}, {hand_a:.4f}, {hand_b:.4f}")
print(f"Hand flight: length = {hand_s:.4f} R, "
      f"axial step = {hand_b*hand_s:.4f} R")
for u, sampled, formula in tail_rows:
    print(f"Wall step > {u:.1f} R: sampled {sampled:.5f}, F {formula:.5f}")
print(f"Wall samples for step test = {sample_count}")
print(f"L/D = {LENGTH/2:.1f}, L/R = {LENGTH:.1f}")
print(f"Main run molecules = {total_count}")
print(f"Monte Carlo W = {mean[0]:.5f}, standard error = {W_error:.5f}")
print(f"Error from batch scatter = {error[0]:.5f}")
print(f"Integral equation W, 80 nodes = {W_coarse:.7f}")
print(f"Integral equation W, 160 nodes = {W_ref:.7f}")
print(f"Direct passage: sampled {mean[1]:.5f}, formula {direct_ref:.5f}")
print(f"Wall-scattered part of W = {W_ref-direct_ref:.5f}")
print(f"Mean wall hits = {mean[2]:.4f} (error {error[2]:.4f})")
print(f"Mean path = {mean[3]:.4f} R (error {error[3]:.4f} R)")
for ratio, result, uncertainty, reference in length_rows:
    print(f"L/D = {ratio:.1f}: MC {result:.4f} +/- {uncertainty:.4f}, "
          f"equation {reference:.5f}")
print("Molecules per other-length run = 400000")
print(f"Molecules per changed-wall run = {trial_count}")
print(f"Standard error, changed-wall runs = about {trial_error:.4f}")
print(f"W with isotropic wall emission = {isotropic[0]:.4f}")
print(f"Trial specular or sticking fraction = {trial_fraction:.2f}")
print(f"W with specular fraction = {mirror[0]:.4f}, "
      f"change {100*(mirror[0]/W_ref-1):.1f} %")
print(f"W with sticking: MC {sticky[0]:.4f}, equation {sticky_ref:.4f}, "
      f"change {100*(sticky_ref/W_ref-1):.1f} %")
print(f"Mg source temperature = {temperature:.0f} K")
print(f"Mg source pressure = {pressure_torr:.1e} Torr")
print(f"Tube length and diameter = {diameter_mm:.1f} mm")
print(f"Mg atomic mass = {mass_u:.3f} u")
print(f"Tube area = {area*1e6:.4f} mm2")
print(f"Mean speed = {mean_speed:.1f} m/s")
print(f"Incident flux = {flux*1e-4:.3e} atoms/(cm2 s)")
print(f"Entering rate = {entering_rate:.3e} atoms/s")
print(f"Transmitted rate = {leaving_rate:.3e} atoms/s")
print(f"Transmitted mass rate = {mass_rate:.2f} micrograms/h")
print(f"Tube conductance = {conductance:.4f} L/s")
print(f"Rough collision diameter = {collision_nm:.1f} nm")
print(f"Mean free path = {free_path_mm:.0f} mm")
print(f"Mean path in tube = {mean_path_mm:.3f} mm")
print(f"Gas-collision scale = {100*collision_scale:.2f} %")
print("tests ok")
```

Output:

```
Hand flight: U = 0.25, angle = 30 deg
Hand flight: c, a, b = 0.5000, 0.7500, 0.4330
Hand flight: length = 1.2308 R, axial step = 0.5329 R
Wall step > 0.5 R: sampled 0.29579, F 0.29571
Wall step > 1.0 R: sampled 0.17112, F 0.17082
Wall step > 2.0 R: sampled 0.06088, F 0.06066
Wall step > 4.0 R: sampled 0.01244, F 0.01246
Wall samples for step test = 1000000
L/D = 1.0, L/R = 2.0
Main run molecules = 4000000
Monte Carlo W = 0.51406, standard error = 0.00025
Error from batch scatter = 0.00024
Integral equation W, 80 nodes = 0.5142305
Integral equation W, 160 nodes = 0.5142305
Direct passage: sampled 0.17166, formula 0.17157
Wall-scattered part of W = 0.34266
Mean wall hits = 1.9998 (error 0.0012)
Mean path = 4.0000 R (error 0.0017 R)
L/D = 0.5: MC 0.6727 +/- 0.0007, equation 0.67198
L/D = 5.0: MC 0.1920 +/- 0.0006, equation 0.19094
Molecules per other-length run = 400000
Molecules per changed-wall run = 1000000
Standard error, changed-wall runs = about 0.0005
W with isotropic wall emission = 0.5200
Trial specular or sticking fraction = 0.10
W with specular fraction = 0.5472, change 6.4 %
W with sticking: MC 0.4363, equation 0.4355, change -15.3 %
Mg source temperature = 600 K
Mg source pressure = 1.0e-04 Torr
Tube length and diameter = 1.0 mm
Mg atomic mass = 24.305 u
Tube area = 0.7854 mm2
Mean speed = 723.0 m/s
Incident flux = 2.909e+16 atoms/(cm2 s)
Entering rate = 2.285e+14 atoms/s
Transmitted rate = 1.175e+14 atoms/s
Transmitted mass rate = 17.07 micrograms/h
Tube conductance = 0.0730 L/s
Rough collision diameter = 0.4 nm
Mean free path = 874 mm
Mean path in tube = 2.000 mm
Gas-collision scale = 0.23 %
tests ok
```
